# Mean Squared Depth and Variance of Triangular-Well Subbands

If only the mean depth of an inversion-layer subband is known, any quantity that depends on the mean squared depth has to be guessed. One such quantity is the energy shift caused by the curvature of the band edge beneath the oxide. Placing all the charge at its mean depth makes the mean square, and with it the leading curvature shift, one sixth too small. Replacing the subband by an exponential profile with the same mean makes both too large by a factor of $5/3$. For a triangular well with a hard wall no guess is needed, because the mean square is a fixed fraction of the squared classical turning depth, the same in every subband.

Let $z$ be the depth measured from the oxide interface into the semiconductor. An electron of constant mass $m$ along $z$ has potential energy $V(z)=Fz$ for $z>0$, where $F>0$ is the elementary charge times a uniform electric field. The interface is a hard wall, so $\psi(0)=0$. Energy is counted from the band edge at the interface. A classical electron of energy $E$ turns back where its kinetic energy vanishes, at

$$
z_t=\frac{E}{F}.
$$

The claim is that every normalized bound state obeys

$$
\langle z\rangle=\frac23z_t,\qquad
\langle z^2\rangle=\frac8{15}z_t^2,\qquad
\langle z^2\rangle-\langle z\rangle^2=\frac4{45}z_t^2 .
$$

The Schrödinger equation is

$$
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}+Fz\,\psi=E\psi .
$$

Its natural length follows from balancing $\hbar^2/(2m\ell^2)$ against $F\ell$:

$$
\ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\qquad x=\frac z\ell,\qquad
\varepsilon=\frac{E}{F\ell}=\frac{z_t}{\ell}.
$$

Dividing the equation by $F\ell=\hbar^2/(2m\ell^2)$ gives $-\phi''+x\phi=\varepsilon\phi$, or

$$
\phi''=(x-\varepsilon)\phi ,
$$

where primes denote derivatives with respect to $x$. The function $\phi(x)=\sqrt{\ell}\,\psi(\ell x)$ is normalized in $x$. The solution that decays at large depth is proportional to the Airy function $\mathrm{Ai}(x-\varepsilon)$. The wall requires $\mathrm{Ai}(-\varepsilon)=0$, so $\varepsilon_n=-a_n$, where $a_0,a_1,\ldots$ are the negative zeros of $\mathrm{Ai}$ in order of increasing magnitude. The moments can be found without integrating Airy functions.

Choose $\phi$ real and write $P=\phi^2$ for the probability density in $x$. Its first two derivatives are

$$
P'=2\phi\phi',\qquad
P''=2\phi'^2+2\phi\phi''=2\phi'^2+2(x-\varepsilon)P .
$$

Differentiating once more gives

$$
P'''=4\phi'\phi''+2P+2(x-\varepsilon)P' .
$$

The wave equation turns the first term into $4(x-\varepsilon)\phi\phi'=2(x-\varepsilon)P'$. Therefore

$$
P'''=4(x-\varepsilon)P'+2P .
$$

This equation contains only the density. Multiply it by a smooth function $f(x)$ which, like its first three derivatives, grows no faster than a power of $x$, and integrate from $0$ to infinity. The upper boundary terms vanish because the Airy function and its derivative decay faster than any power. Three integrations by parts on the left give

$$
\int_0^\infty fP'''\,dx
=-f(0)P''(0)+f'(0)P'(0)-f''(0)P(0)-\langle f'''\rangle .
$$

On the right, one integration by parts gives

$$
\int_0^\infty\left[4(x-\varepsilon)fP'+2fP\right]dx
=4\varepsilon f(0)P(0)-4\langle f+(x-\varepsilon)f'\rangle+2\langle f\rangle .
$$

The first term on the right has a plus sign because the lower limit enters with a minus sign and $x-\varepsilon=-\varepsilon$ there. Equating the two results and collecting the averages on one side yields

$$
\begin{aligned}
4\langle(x-\varepsilon)f'\rangle+2\langle f\rangle
={}&f(0)P''(0)-f'(0)P'(0)+f''(0)P(0)\\
&+4\varepsilon f(0)P(0)+\langle f'''\rangle .
\end{aligned}
$$

Up to this point the condition at the wall has not been used. With a hard wall $\phi(0)=0$, so $P(0)=P'(0)=0$ and $P''(0)=2\phi'(0)^2$. The identity becomes

$$
4\langle(x-\varepsilon)f'\rangle+2\langle f\rangle
=2f(0)\phi'(0)^2+\langle f'''\rangle .
$$

Choosing $f=1$ gives $2=2\phi'(0)^2$, hence $\phi'(0)^2=1$. In physical units $(d\psi/dz)^2$ at the wall equals $1/\ell^3=2mF/\hbar^2$, whatever the subband.

For $f=x$, both $f(0)$ and $f'''$ vanish, and $\langle f'\rangle=1$ by normalization:

$$
4(\langle x\rangle-\varepsilon)+2\langle x\rangle=0
\quad\Longrightarrow\quad
\langle x\rangle=\frac23\varepsilon .
$$

The mean potential energy is therefore $F\langle z\rangle=2E/3$, which leaves $E/3$ for the mean kinetic energy.

For $f=x^2$, we have $f'=2x$, while $f(0)$ and $f'''$ are again zero. Thus

$$
8\langle x^2\rangle-8\varepsilon\langle x\rangle+2\langle x^2\rangle=0 ,
$$

and the mean already found gives

$$
\langle x^2\rangle=\frac45\varepsilon\langle x\rangle
=\frac45\cdot\frac23\,\varepsilon^2=\frac8{15}\varepsilon^2 .
$$

The variance in $x$ is

$$
\frac8{15}\varepsilon^2-\left(\frac23\varepsilon\right)^2
=\left(\frac{24}{45}-\frac{20}{45}\right)\varepsilon^2
=\frac4{45}\varepsilon^2 .
$$

Multiplying the second moment and the variance by $\ell^2$, and using $\varepsilon\ell=z_t$, proves the claim. The subband index never entered, so the fractions hold for every $n$. Direct quadrature of the Airy densities for $n=0$ and $n=29$ gives $0.533333$ for the mean-square ratio and $0.088889$ for the variance ratio in both cases.

Let $\sigma$ be the square root of the variance. Dividing the variance by the squared mean gives $(4/45)/(4/9)=1/5$, so

$$
\sigma=\frac{\langle z\rangle}{\sqrt5}\approx0.447\,\langle z\rangle .
$$

The absolute spread does depend on the subband, the mass and the field, through $z_t=\varepsilon_n\ell$. For a fixed subband and mass it varies as $F^{-1/3}$. Doubling the field then multiplies the spread by $2^{-1/3}\approx0.79$ and the variance by $0.63$.

The same fractions describe a classical electron bouncing between the wall and its turning point. With $u=z/z_t$, its speed is proportional to $\sqrt{1-u}$, so the time spent in an interval $du$ is proportional to $du/\sqrt{1-u}$. The integral of this weight from $0$ to $1$ is $2$, so the normalized density is $1/(2\sqrt{1-u})$. Substituting $u=1-s^2$ gives

$$
\langle u^k\rangle_{\rm cl}
=\frac12\int_0^1\frac{u^k}{\sqrt{1-u}}\,du
=\int_0^1(1-s^2)^k\,ds .
$$

For $k=1$ this is $1-1/3=2/3$. For $k=2$ it is $1-2/3+1/5=8/15$. For $k=3$ it is $1-1+3/5-1/7=16/35$.

The quantum and classical results agree for the first two moments even in the lowest subband, where the densities themselves are very different. The third moment shows where the agreement ends. With $f=x^3$, the term $\langle f'''\rangle$ equals $6$, and

$$
12\langle x^3\rangle-12\varepsilon\langle x^2\rangle+2\langle x^3\rangle=6 .
$$

Inserting $\langle x^2\rangle=8\varepsilon^2/15$ gives $14\langle x^3\rangle=32\varepsilon^3/5+6$, so

$$
\langle x^3\rangle=\frac{16}{35}\varepsilon^3+\frac37,
\qquad
\langle z^3\rangle=\frac{16}{35}z_t^3+\frac{3\hbar^2}{14mF}.
$$

The extra term comes from the third derivative of $f$, which vanishes for $f=x$ and $f=x^2$. In the lowest subband, $\langle x^3\rangle/\varepsilon^3$ is $0.4907$, about $7\%$ above the classical $0.4571$. For $n=29$ it is $0.45716$, because the relative correction falls as $\varepsilon^{-3}$.

The wall condition also matters. Suppose the slope vanishes at the wall, $\phi'(0)=0$, while $\phi(0)$ does not. Then $P'(0)=0$ and $P''(0)=-2\varepsilon P(0)$, and the general identity becomes

$$
4\langle(x-\varepsilon)f'\rangle+2\langle f\rangle
=2\varepsilon f(0)P(0)+f''(0)P(0)+\langle f'''\rangle .
$$

Now $f=1$ gives $P(0)=1/\varepsilon$, and $f=x$ still gives $\langle x\rangle=2\varepsilon/3$. But $f=x^2$ has $f''(0)=2$, so $10\langle x^2\rangle-8\varepsilon\langle x\rangle=2/\varepsilon$ and

$$
\langle x^2\rangle=\frac8{15}\varepsilon^2+\frac1{5\varepsilon}.
$$

For the lowest such state, $\varepsilon=1.0188$ and the mean-square ratio is $0.7225$ instead of $0.5333$. A mean of two thirds of the turning depth therefore does not guarantee that the second-moment law applies.

Consider now an electron inversion layer on (100) silicon near threshold at $300$ K. The acceptor density is $10^{18}\ \mathrm{cm^{-3}}$, the band bending $1.05$ V and the inversion density $10^{11}\ \mathrm{cm^{-2}}$. The mass normal to the interface is $0.92$ electron masses in the two valleys that hold the lowest subband. In the depletion approximation the acceptor charge is uniform over a width $W=36.85$ nm, and the field falls linearly to zero across it. The band bending is half the surface field times $W$, so

$$
F=\frac{2\times1.05\ \mathrm{eV}}{36.85\ \mathrm{nm}}
=0.05699\ \mathrm{eV/nm},
$$

which corresponds to a field of $0.57$ MV/cm. The Airy length is $\ell=0.8990$ nm. With $\varepsilon_0=2.338$,

$$
z_t=2.338\times0.8990\ \mathrm{nm}=2.102\ \mathrm{nm},\qquad
E_0=Fz_t=119.8\ \mathrm{meV}.
$$

The mean depth is two thirds of $z_t$, or $1.401$ nm. The second moment and variance are

$$
\langle z^2\rangle=\frac8{15}(2.102\ \mathrm{nm})^2=2.357\ \mathrm{nm^2},
\qquad
\sigma^2=\frac4{45}(2.102\ \mathrm{nm})^2=0.393\ \mathrm{nm^2}.
$$

The root-mean-square depth is thus $1.535$ nm and the spread $0.627$ nm. A finite-difference diagonalization of the Hamiltonian, which uses no Airy functions, gives the same values to these digits.

The second moment now supplies the curvature shift. Integrating a field that decreases linearly to zero at $W$ gives

$$
V(z)=F\left(z-\frac{z^2}{2W}\right),\qquad 0<z<W .
$$

To first order in the quadratic term, the energy changes by

$$
\Delta E\approx-\frac{F\langle z^2\rangle}{2W}
=-\frac{0.05699\times2.357}{2\times36.85}\ \mathrm{eV}
=-1.82\ \mathrm{meV}.
$$

Diagonalization with the curved potential lowers the energy from $119.80$ to $117.94$ meV, a shift of $-1.86$ meV. In the same first-order formula, the squared mean depth would give $-1.52$ meV and the exponential profile $-3.04$ meV.

Once the potential is no longer a triangle, the ratios must be formed with the outer turning depth, where $V(z_t)=E$ and the electron turns back toward the interface. For the curved potential they are $0.536$ and $0.090$, close to the ideal $0.533$ and $0.089$. A larger change in energy comes from the image potential, calculated here for an infinitely thick oxide, without the image charge in the gate. Silicon has the larger permittivity, so an electron in it is repelled from the oxide. This raises the energy to $133.6$ meV and the mean depth to $1.485$ nm, with ratios $0.531$ and $0.085$. The energy rise of $13.8$ meV is sensitive to the gate: with a metal gate behind a $3$ nm oxide it would be only about $6$ meV, while the mean depth would be about $0.01$ nm smaller than with the thick oxide. The field of the inversion charge, calculated with all of that charge in the lowest subband, raises the energy by only $1.6$ meV.

With these three effects together, the mean-square ratio is $0.534$ and the variance ratio $0.086$. The near agreement of the first ratio with $8/15$ partly reflects cancellation: curvature and inversion charge each raise it, while the image potential lowers it. It does not mean that the depths are unchanged. The turning depth has grown to $2.248$ nm, and the mean square is about $15\%$ larger than in the ideal triangle.

A finite oxide barrier acts in the opposite direction on the mean depth. Let the barrier height be $U$ and the oxide mass $m_{\rm ox}$. Just inside the oxide the wave varies approximately as $e^{\kappa z}$, with $\kappa=\sqrt{2m_{\rm ox}(U-E)}/\hbar$. Continuity of $\psi$ and of $(1/m)\,d\psi/dz$ fixes the slope on the silicon side:

$$
\left.\frac{d\psi}{dz}\right|_{0^+}=\frac{m}{m_{\rm ox}}\kappa\,\psi(0).
$$

Extrapolated linearly, this wave reaches zero at $z=-\delta$, where

$$
\delta=\frac{m_{\rm ox}}{m\kappa}.
$$

For small $\delta$, the state is approximately that of a hard wall displaced by $\delta$ into the oxide. The mean and the turning depth, both still measured from the true interface, each decrease by $\delta$, while the variance in $\mathrm{nm^2}$ is unchanged. For a barrier of $3.1$ eV and an oxide mass of $0.5$ electron masses, the formula gives $\delta=0.0868$ nm. Diagonalization with the finite barrier, but without the three previous effects, moves the mean toward the oxide by $0.0872$ nm. The variance ratio rises to $0.097$, mainly because nearly the same variance is divided by a smaller $z_t^2$.

The law applies to each subband separately, not to the whole inversion charge. Let subband $i$ hold a fraction $p_i$ of the electrons and have mean depth $\bar z_i$. Since $(8/15)/(4/9)=6/5$, its mean square is $6\bar z_i^2/5$. For the whole charge,

$$
\langle z^2\rangle_{\rm all}=\frac65\sum_i p_i\bar z_i^2
\ge\frac65\left(\sum_i p_i\bar z_i\right)^2 .
$$

The inequality holds because the variance of the numbers $\bar z_i$ cannot be negative. The spread of the whole charge is therefore at least $1/\sqrt5$ of its mean, with equality when all occupied subbands have the same mean depth. Valleys with different masses are included, since the fraction $6/5$ does not contain the mass.

In the example, $82\%$ of the electrons are in the lowest subband. Another $15\%$ are in the four valleys whose mass normal to the interface is $0.19$ electron masses. The lowest level of those valleys is at $202.7$ meV, so its mean depth is $(2/3)\times0.2027/0.05699=2.37$ nm. This minority lies much deeper than the lowest subband. The whole charge has a mean depth of $1.58$ nm, a root-mean-square depth of $1.78$ nm and a spread equal to $0.52$ of its mean. Its mean square is $34\%$ larger than that of the lowest subband, a larger change than any of the potential corrections above makes to the lowest subband. These populations use the ideal triangular levels. With the depletion curvature and the image potential for a thick oxide included, the two shares become about $77\%$ and $20\%$, the mean and root-mean-square depths of the whole charge become $1.75$ and $1.97$ nm, and its mean square exceeds that of the lowest subband by about $42\%$.

The doping and surface field are of the size met in scaled bulk silicon transistors, and the masses, permittivities and barrier are rough typical values. One assumption that fails as such a device is turned on is the uniform field. The depletion charge here is $10^{18}\times36.85\times10^{-7}=3.7\times10^{12}$ charges per $\mathrm{cm^2}$, so the inversion charge is less than $3\%$ of it. At a strong-inversion density of roughly $10^{13}\ \mathrm{cm^{-2}}$, the inversion charge would exceed this depletion charge, and its field would have to be found self-consistently. Two other omissions, nonparabolicity and tunnelling, can be estimated at the chosen bias, and both are small compared with $E_0$. With a rough nonparabolicity coefficient of $0.5$ per eV, its product with the mean kinetic energy $E_0/3$ is $0.02$. The mean squared kinetic energy is $E_0^2(1-4/3+8/15)=E_0^2/5$, so to first order the level falls by $0.5\times0.1198^2/5$ eV, or about $1.4$ meV. This is comparable to the shifts from curvature and inversion charge. The same estimate lowers the lowest light-mass level by about $4$ meV, a shift that the populations above do not include. For a $3$ nm oxide, the estimated tunnelling width of the level is a few times $10^{-18}$ eV, so treating the subband as bound is justified. The oxide field is $1.7$ MV/cm, about $17\%$ of a rough breakdown field of $10$ MV/cm. Exchange and correlation between the electrons and roughness of the interface have not been included or estimated. The uniform acceptor charge is an average over dopant positions. At $10^{18}\ \mathrm{cm^{-3}}$ the acceptors are about $10$ nm apart, several times the turning depth, and one unscreened ion $5$ nm away contributes about $25$ meV. The local potential therefore fluctuates by more than the smooth corrections computed above. The numerical output lists the separate potential corrections and the thermal averages.

## Computed results

```
Hard wall, Airy quadrature (dimensionless)
n, eps, <x>/eps, <x2>/eps^2, var/eps^2, <x3>/eps^3
 0   2.33811 0.666667 0.533333 0.088889 0.490673
 1   4.08795 0.666667 0.533333 0.088889 0.463416
 2   5.52056 0.666667 0.533333 0.088889 0.459690
 9  12.82878 0.666667 0.533333 0.088889 0.457346
29  26.98699 0.666667 0.533333 0.088889 0.457165
Classical moments 1,2,3 of z/zt: 0.666667 0.533333 0.457143
Zero-slope wall, n=0: eps 1.01879, <x>/eps 0.666667, <x2>/eps^2 0.722468
Masses mz, mt, m_ox: 0.92, 0.19, 0.5 m_e
Relative permittivities Si, oxide: 11.7, 3.9
Acceptors 1.0e+18 cm^-3, band bending 1.05 V
Inversion density 1.0e+11 cm^-2, T 300 K
Oxide thickness 3.0 nm, barrier 3.1 eV
Depletion width 36.85 nm, surface field 0.5699 MV/cm
Airy length 0.8990 nm, kT 25.85 meV
Diagonalized: n, E (meV), zt, mean, rms, spread (nm)
0 119.80 2.1021 1.4014 1.5351 0.6267
n=0 mean square 2.3566 nm^2, variance 0.3928 nm^2
1 209.45 3.6752 2.4501 2.6840 1.0957
2 282.85 4.9632 3.3088 3.6246 1.4797
Effect: E (meV), zt, mean (nm), <z2>/zt^2, var/zt^2
Ideal triangle: 119.80 2.1021 1.4014 0.5333 0.0889
Depletion curvature: 117.94 2.1312 1.4238 0.5362 0.0899
Image potential: 133.57 2.2223 1.4848 0.5309 0.0845
Inversion charge field: 121.41 2.0941 1.3967 0.5340 0.0892
These three together: 133.27 2.2476 1.5053 0.5343 0.0858
Finite oxide barrier: 114.87 2.0156 1.3142 0.5220 0.0969
Inward shift: solved 0.0872 nm, m_ox/(mz kappa) 0.0868 nm
Probability inside oxide 7.93e-04
Lowest level of light-mass ladder 202.67 meV
Share in lowest subband 0.8236, in light-mass ladder 0.1488
(Fermi level - E0)/kT -3.898
All charge: mean 1.5768 nm, rms 1.7776 nm
Spread/mean: all charge 0.5205, one subband 0.4472
Nonparabolicity alpha*E0/3 2.00 % (alpha 0.5 /eV)
Gate tunnelling: WKB factor 2.67e-16, width 4.47e-18 eV
Oxide field 1.710 MV/cm, 17.1 % of rough breakdown
Rough breakdown field used 10 MV/cm
Band bending / silicon gap 0.938 (gap 1.12 eV)
```
